# Amplitude equation and stationary power of a spin-torque oscillator

## The situation

A spin-polarized current passes through a thin magnetic layer and transfers angular momentum to it. With the right sign of current, this torque works against magnetic damping. Below a threshold current a slightly disturbed magnetization spirals back to rest. Above it, the rest state is unstable and the magnetization can settle into steady precession. Linear theory gives the threshold but not the size of the oscillation, because it predicts unlimited growth. The size is fixed by how damping and drive change with amplitude.

The aim is to derive an equation for one complex amplitude $c$ and from it the stationary power
$$P_0=\frac{\zeta-1}{\zeta+Q},$$
where $\zeta$ is the current divided by its threshold value and $Q$ measures the nonlinearity of the damping. This fraction solves the truncated amplitude equation. For the underlying magnet its leading part near threshold is controlled, and the difference will be made explicit.

## The model

Let the layer be uniformly magnetized along the unit vector $\mathbf m$, and take the energy in angular-frequency units as
$$E=-\omega_H m_z+\tfrac12\omega_x m_x^2+\tfrac12\omega_y m_y^2 .$$
The field is $\mathbf h=-\nabla E$. The polarizer points along $z$, which is also the rest direction, and the torque efficiency is independent of angle. The equation of motion is
$$\dot{\mathbf m}=\mathbf h\times\mathbf m-\alpha\,\mathbf m\times(\mathbf m\times\mathbf h)+s\,\mathbf m\times(\mathbf m\times\hat{\mathbf z}),$$
with $s=\sigma I>0$ proportional to the current $I$. Thermal noise and spatial modes are left out.

Since $\mathbf m\times(\mathbf m\times\mathbf b)=\mathbf m(\mathbf m\cdot\mathbf b)-\mathbf b$, which is minus the part of $\mathbf b$ tangential to the unit sphere, the last two terms are gradients on the sphere:
$$\mathbf v_d=-\alpha\nabla_{\!S}E,\qquad \mathbf v_s=-s\nabla_{\!S}m_z .$$
Damping moves $\mathbf m$ downhill in energy, and the current moves it away from $+z$.

Define $A_x=\omega_H+\omega_x$ and $A_y=\omega_H+\omega_y$, both positive so that $+z$ is an energy minimum. Linearized precession reads $\dot m_x=-A_ym_y$, $\dot m_y=A_xm_x$, with frequency $\omega_0=\sqrt{A_xA_y}$. We take $\alpha$ and $s/\omega_0$ small, so that an orbit changes little in one turn.

## Orbit area as the measure of power

Use the azimuth $\varphi$ and $u=(1-m_z)/2$, and set
$$a=\frac{m_x-im_y}{\sqrt{2(1+m_z)}}=\sqrt u\,e^{-i\varphi}=X+iY .$$
The modulus follows from $m_x^2+m_y^2=(1-m_z)(1+m_z)$. An area element on the sphere is $dS=2\,du\,d\varphi=4\,dX\,dY$.

Without dissipation $\mathbf m$ follows a closed energy contour enclosing a solid angle $A$. We define $p=A/4\pi$. For a circular orbit $p=u$; for an elliptical one $u$ varies along the orbit while $p$ does not.

The precession speed is $|\mathbf h\times\mathbf m|=|\nabla_{\!S}E|$. The strip between contours $E$ and $E+dE$ has width $dE/|\nabla_{\!S}E|$, so
$$\frac{dA}{dE}=\oint\frac{dl}{|\nabla_{\!S}E|}=\oint dt=T .$$
Hence $dp/dE=T/4\pi$, and the frequency is $\omega=2\pi/T=\tfrac12\,dE/dp$.

## Nonlinear frequency

From $m_x=2X\sqrt{1-u}$, $m_y=-2Y\sqrt{1-u}$ and $u=X^2+Y^2$,
$$E+\omega_H=2(A_xX^2+A_yY^2)-2(X^2+Y^2)(\omega_xX^2+\omega_yY^2).$$
The quadratic part has elliptical contours. With $r=\sqrt{A_y/A_x}$, write
$$X=\sqrt{Jr}\cos\theta,\qquad Y=-\sqrt{J/r}\,\sin\theta .$$
Because $A_xr=A_y/r=\omega_0$, the quadratic part equals $2\omega_0J$, and the full energy has the form $2\omega_0J+J^2f(\theta)$, where
$$f=-2\left[\omega_x(r^2\cos^4\theta+\cos^2\theta\sin^2\theta)+\omega_y(\cos^2\theta\sin^2\theta+r^{-2}\sin^4\theta)\right].$$

The area element is $dX\,dY=\tfrac12dJ\,d\theta$, so $p$ is the average of $J$ over $\theta$ along a contour. Averaging $E+\omega_H=2\omega_0J+J^2f$ at constant $E$ gives
$$E+\omega_H=2\omega_0p+p^2\langle f\rangle+O(p^3),$$
because replacing $J^2$ by $p^2$ in the small term costs only a higher order. With $\langle\cos^4\theta\rangle=\langle\sin^4\theta\rangle=\tfrac38$ and $\langle\cos^2\theta\sin^2\theta\rangle=\tfrac18$, the relation $\omega=\tfrac12dE/dp$ yields
$$\omega=\omega_0+Np,\qquad N=-\tfrac14\left[\omega_x(1+3r^2)+\omega_y(1+3r^{-2})\right].$$

## Gain and loss from the enclosed cap

The dissipative velocity $\mathbf v=\mathbf v_d+\mathbf v_s$ changes the energy at the rate $\nabla_{\!S}E\cdot\mathbf v$. To first order in $\alpha$ and $s$, the change over one turn can be evaluated on the undisturbed contour. There $|\nabla_{\!S}E|\,dt=dl$, and $\nabla_{\!S}E$ points along the outward normal $\mathbf n$, so
$$\Delta E=\oint\nabla_{\!S}E\cdot\mathbf v\,dt=\oint\mathbf v\cdot\mathbf n\,dl=\int_{\rm cap}\nabla_{\!S}\!\cdot\mathbf v\,dS .$$
The averaged power equation is therefore
$$\dot p=\frac{dp}{dE}\frac{\Delta E}{T}=\frac1{4\pi}\int_{\rm cap}\nabla_{\!S}\!\cdot\mathbf v\,dS .$$

On the unit sphere $m_z$ is a harmonic of degree one, with Laplacian $-2m_z$. The function $m_x^2-\tfrac13$ has degree two and eigenvalue $-6$, so $\nabla_{\!S}^2m_x^2=2-6m_x^2$, and likewise for $m_y^2$. Thus
$$\nabla_{\!S}\!\cdot\mathbf v_s=2s\,m_z,$$
$$\nabla_{\!S}\!\cdot\mathbf v_d=-\alpha\left[2\omega_Hm_z+\omega_x(1-3m_x^2)+\omega_y(1-3m_y^2)\right].$$

We need averages over the cap to first order in $p$. In the $(X,Y)$ plane the cap is, to leading order, a uniformly filled ellipse with squared semi-axes $pr$ and $p/r$. Hence $\overline{X^2}=pr/4$ and $\overline{Y^2}=p/4r$, so that
$$\overline{m_x^2}=pr,\qquad \overline{m_y^2}=p/r,\qquad \overline{m_z}=1-2\overline u=1-\kappa p,$$
$$\kappa=\frac12\left(r+\frac1r\right)=\frac{A_x+A_y}{2\omega_0}.$$
Distortion of the ellipse changes these averages at order $p^2$.

Since the cap area is $4\pi p$, the current contributes $2sp(1-\kappa p)$ to $\dot p$. Write $\dot p=2(\Gamma_--\Gamma_+)p$, where the factor two appears because power is amplitude squared. Then
$$\Gamma_-=s(1-\kappa p),$$
$$\Gamma_+=\frac\alpha2\left[2\omega_H(1-\kappa p)+\omega_x(1-3pr)+\omega_y(1-3p/r)\right].$$
Using $2\omega_H+\omega_x+\omega_y=A_x+A_y$, the second line becomes $\Gamma_+=\Gamma_G(1+qp)$ with
$$\Gamma_G=\frac\alpha2(A_x+A_y),\qquad q=-\frac{2\omega_H\kappa+3\omega_xr+3\omega_y/r}{A_x+A_y}.$$

## The amplitude equation

Dissipation could also shift the phase. Reflection $m_y\to-m_y$ leaves $E$ and $m_z$ unchanged, so it maps their gradient fields into themselves, while it reverses the orbit angle $\theta$. The contribution of $\mathbf v$ to $\dot\theta$ is therefore odd in $\theta$ and averages to zero over an orbit. There is no first-order frequency shift from damping or current at fixed power.

Now choose the normalization that removes $\kappa$ from the drive:
$$P=\kappa p,\qquad Q=q/\kappa,\qquad c=\sqrt P\,e^{-i\Phi},\qquad\dot\Phi=\omega .$$
Differentiation gives $\dot c=(\dot P/2P-i\omega)c$. Since $\dot P/2P=\Gamma_--\Gamma_+$,
$$\boxed{\dot c=-i\left(\omega_0+\frac N\kappa P\right)c-\Gamma_G(1+QP)c+\sigma I(1-P)c,\quad P=|c|^2.}$$
To leading order the magnetization is recovered from
$$a=\kappa^{-1/2}\left(\sqrt r\,\mathrm{Re}\,c+\frac{i}{\sqrt r}\,\mathrm{Im}\,c\right).$$
For circular precession $r=\kappa=1$ and $c=a$. For an ellipse, $P$ is a normalized orbit area and should not be read as the instantaneous $(1-m_z)/2$.

## Stationary power and its stability

Put $\zeta=\sigma I/\Gamma_G$. The power obeys
$$\dot P=2\Gamma_GP\left[\zeta(1-P)-(1+QP)\right]=2\Gamma_GP\left[(\zeta-1)-(\zeta+Q)P\right].$$
A nonzero stationary state makes the bracket vanish, which gives
$$P_0=\frac{\zeta-1}{\zeta+Q}.$$

For $Q>-1$ and $\zeta>1$ both numerator and denominator are positive. A small deviation $\delta P$ from $P_0$ obeys
$$\dot{\delta P}=-2\Gamma_GP_0(\zeta+Q)\,\delta P=-2\Gamma_G(\zeta-1)\,\delta P,$$
so the oscillation is stable. The rest state has the opposite rate, $+2\Gamma_G(\zeta-1)$, and is unstable. Both rates vanish at threshold, so the oscillator responds slowly there.

The whole transient follows by setting $y=1/P$, which turns the power equation into the linear equation $\dot y=2\Gamma_G[(\zeta+Q)-(\zeta-1)y]$. Starting from $P_i$,
$$P(t)=\frac{P_0}{1+(P_0/P_i-1)e^{-2\Gamma_G(\zeta-1)t}} .$$
Growth is exponential while $P\ll P_0$ and then saturates.

## What the fraction controls

Terms of order $P^2$ were dropped from both rates. Restore them as $\Gamma_+/\Gamma_G=1+QP+Q_2P^2$ and $\Gamma_-/s=1-P+K_2P^2$. With $\epsilon=\zeta-1$, the balance is
$$(1+Q)P+\epsilon P+(Q_2-\zeta K_2)P^2=\epsilon .$$
The first approximation is $P=\epsilon/(1+Q)$. Inserting it in the small terms gives
$$P=\frac{\epsilon}{1+Q}-\frac{\epsilon^2}{(1+Q)^2}\left[1+\frac{Q_2-K_2}{1+Q}\right]+O(\epsilon^3).$$
The fraction keeps the 1 in the bracket and misses the other term. For small $\alpha$, its first order in $\epsilon$ is therefore controlled, while its second order depends on what the truncation discarded.

## In-plane film: soft or abrupt onset

For a film magnetized in its plane, with $x$ the film normal, $\omega_x=\omega_M>0$ and $\omega_y=0$. Then $r^2=\omega_H/(\omega_H+\omega_M)<1$, and the orbit is flattened towards the plane. The coefficient $N=-\tfrac14\omega_M(1+3r^2)$ is negative, so the frequency falls with power.

Here
$$\kappa+q=\kappa-\frac{2\omega_H\kappa+3\omega_Mr}{2\omega_H+\omega_M}=\frac{\omega_M(\kappa-3r)}{2\omega_H+\omega_M}.$$
Also $r/\kappa=2r^2/(1+r^2)=2\omega_H/(2\omega_H+\omega_M)$. Dividing by $\kappa$,
$$1+Q=\frac{\omega_M}{2\omega_H+\omega_M}\left(1-\frac{6\omega_H}{2\omega_H+\omega_M}\right)=\frac{\omega_M(\omega_M-4\omega_H)}{(2\omega_H+\omega_M)^2}.$$
In this geometry $q<0$: damping weakens with amplitude, and so does the drive. A soft onset requires the drive to weaken faster, which means $\omega_M>4\omega_H$. This boundary belongs to the model with angle-independent efficiency and constant $\alpha$. If the efficiency varies as $1/(1+\lambda m_z)$, the same cap average gives $\Gamma_-=s\left[1-\left(1-\frac{2\lambda}{1+\lambda}\right)P\right]$, with $s$ the value at $m_z=1$, and the condition becomes $1+Q>2\lambda/(1+\lambda)$. For $\lambda=0.25$ the boundary moves to $\omega_M\approx9.6\,\omega_H$, so in a real device the angular dependence of the torque can decide the kind of onset.

For $\omega_M<4\omega_H$ we have $Q<-1$. Slightly below threshold, $P_0$ is then positive but unstable, since the relaxation rate $2\Gamma_G(\zeta-1)$ is negative. That orbit separates decay from growth. Just above threshold no small stationary orbit exists, and this equation cannot say where the magnet goes. With $\omega_M=2\omega_H$, for example, $1+Q=2(-2)/16=-0.25$. At $\omega_M=4\omega_H$ the leading balance vanishes and the $P^2$ terms are needed.

## Numbers for an in-plane film

Take a field of 0.10 T, a demagnetizing field of 1.00 T and $\alpha=0.010$. These are round model parameters. With the free-electron value $\gamma=176.086$ rad/(ns T), $\omega_H=17.609$ and $\omega_M=176.086$ rad/ns. Then
$$\omega_0=\sqrt{17.609\times193.695}=58.40\ \text{rad/ns},$$
or 9.295 GHz. The axis ratio is $r=\sqrt{17.609/193.695}=0.3015$, so $\kappa=1.809$. The nonlinear damping coefficient is
$$q=-\frac{2(17.609)(1.809)+3(176.086)(0.3015)}{211.304}=-1.055,$$
hence $Q=-0.5833$ and $1+Q=0.4167$. The linear damping rate is $\Gamma_G=0.010\times211.304/2=1.0565\ \text{ns}^{-1}$.

To convert this rate to a current density $j$, suppose each electron deposits spin $\hbar\eta/2$, with polarization $\eta=0.50$, in a layer of thickness $L=3.0$ nm. The deposited angular momentum per area and time is $\hbar\eta j/2e$, while the layer holds $M_sL/\gamma$ per area. Their ratio is $s$, so at threshold
$$j_{\rm th}=\frac{2eM_sL\Gamma_G}{\gamma\hbar\eta}=8.70\times10^{10}\ \text{A/m}^2,$$
where $\mu_0M_s=1.00$ T, and $\gamma$ and $\Gamma_G$ are in SI units.

One per cent above threshold,
$$P_0=\frac{0.01}{1.01-0.5833}=0.0234,\qquad p=\frac{P_0}{\kappa}=0.0130 .$$
This small power is not a small swing. To leading order the in-plane deflection reaches $|m_y|=2\sqrt{p/r}\approx0.41$, against $|m_x|=2\sqrt{pr}\approx0.13$ out of plane. A circular orbit of the same area would have a transverse component of $2\sqrt p\approx0.23$.

The frequency coefficient is $N/(2\pi\kappa)=-4.929$ GHz per unit $P$, so $f=9.2948-4.929\times0.02344=9.179$ GHz. The relaxation rate is $2(1.0565)(0.01)=0.0211\ \text{ns}^{-1}$. Its inverse is about 47 ns, or more than 400 periods. These values hold without thermal noise. In a disc of this film 100 nm across at 300 K, thermal fluctuations of $P$ at this current are comparable with $P_0$ itself, so the small steady orbit would not stand out from the noise. Within the uniform model, a larger magnet or a current further above threshold reduces their relative size. A larger magnet, however, need not precess uniformly: for an exchange stiffness of 13 pJ/m, spin waves along the magnetization with wavelengths of about 300 nm and longer have a linear threshold slightly below that of the uniform mode, and a 200 nm wave lies only about 1.6% above it. The disc also has an effective demagnetizing factor of about 0.87 in place of the film value 1 used here.

For comparison, the full equation of motion was integrated numerically over one turn and its periodic orbit found as a fixed point of the return map. The enclosed area gives the power in the last column.

| $\zeta$ | $\frac{\zeta-1}{\zeta+Q}$ | $\frac{\zeta-1}{1+Q}$ | full |
|---|---|---|---|
| 1.01 | 0.0234 | 0.0240 | 0.0233 |
| 1.02 | 0.0458 | 0.0480 | 0.0454 |
| 1.05 | 0.1071 | 0.1200 | 0.1052 |
| 1.10 | 0.1935 | 0.2400 | 0.1880 |

At $\zeta=1.10$ the fraction is 3% above the full result, and the leading term is 28% above it. Near threshold the fraction removes most of the error of the leading term. By the expansion above, this means that $Q_2-K_2$ is well below $1+Q$ in this film, though not zero. The derivation does not require that. The full frequency at $\zeta=1.01$ is 9.178 GHz and the full relaxation rate is $0.0212\ \text{ns}^{-1}$, both close to the values derived here.

## Perpendicular film: a solvable comparison

Let the field and rest direction be normal to the film. Since $m_z^2=1-m_x^2-m_y^2$, the demagnetizing energy $\tfrac12\omega_Mm_z^2$ is, up to a constant, the case $\omega_x=\omega_y=-\omega_M$. Precession is circular, $r=\kappa=1$, and $\omega_0=\omega_H-\omega_M$ must be positive. The general formulas give
$$N=2\omega_M,\qquad Q=\frac{3\omega_M-\omega_H}{\omega_0}=\frac{2\omega_M}{\omega_0}-1 .$$

This film needs no averaging. The $z$ component of the equation of motion is
$$\dot m_z=(1-m_z^2)\left[\alpha(\omega_H-\omega_Mm_z)-s\right].$$
With $m_z=1-2p$ and $1-m_z^2=4p(1-p)$,
$$\dot p=2p(1-p)\left[s-\alpha(\omega_0+2\omega_Mp)\right].$$
Since $\Gamma_G=\alpha\omega_0$, the precessing state satisfies $\zeta\omega_0=\omega_0+2\omega_Mp$, or
$$p=\frac{(\zeta-1)\omega_0}{2\omega_M}=\frac{\zeta-1}{1+Q},\qquad 1<\zeta<2+Q .$$
In this model the leading term is the complete answer. The reason is visible in the loss rate:
$$\frac{\Gamma_+}{\Gamma_G}=[1+(1+Q)p](1-p)=1+Qp-(1+Q)p^2 .$$
So $Q_2=-(1+Q)$ and $K_2=0$, and the bracket in the second-order term vanishes. The fraction drops $Q_2$ and acquires a spurious curvature.

For a field of 1.50 T and a demagnetizing field of 1.00 T, $Q=2(1.00)/0.50-1=3$. At $\zeta=1.30$ the magnet has $p=0.30/4=0.0750$, whereas the fraction gives $0.30/4.30=0.0698$, which is 7% too low. Far above threshold the disagreement is qualitative. The fraction approaches 1 only as the current grows without limit, while the magnet reaches $p=1$, full reversal, at $\zeta=2+Q=5$.

All numerical values are calculated from the stated model.
